# When does a Cattaneo temperature ripple oscillate, and how does Fourier compare?

## Question

I am looking at heating in the silicon beneath a charge-trap memory cell, where hot-electron programming deposits heat near the drain. To see what a finite heat-flux relaxation time does, I replaced Fourier's law by the Cattaneo law

$$\tau\frac{\partial q}{\partial t}+q=-\kappa\frac{\partial T}{\partial x}$$

and started from a small sinusoidal temperature ripple of wavevector $k$. The resulting equation is hyperbolic, so I expected every ripple to behave as a damped wave. My long-wavelength solutions just die away, though, while the short ones swing through zero.

Where is the border? Is the Cattaneo ripple slower or faster to disappear than the Fourier one? I seem to get both answers, depending on $k$ and on when I look. And should I believe the oscillation in silicon at 300 K, for a ripple of 100 nm, say?

## Answer

A hyperbolic equation limits the speed of a disturbance, but it does not make every Fourier component oscillate. Damping can be strong enough to prevent that, as in an overdamped pendulum. To find the border, follow one component.

### The equation for one ripple

Assume a uniform, isotropic medium with constant properties and no heating after $t=0$. Let $C$ be the heat capacity per volume and $D=\kappa/C$ the diffusivity. Write the temperature excess and the flux as

$$\theta=a(t)\cos kx,\qquad q=C\,b(t)\sin kx ,$$

with $k>0$ real and $a(0)=1$, so that $a$ is measured relative to the initial amplitude. The flux is a sine because heat flows where the temperature has a slope.

Energy conservation, $C\,\partial\theta/\partial t=-\partial q/\partial x$, gives $a'=-kb$. In the Cattaneo law, $-\kappa\,\partial\theta/\partial x=+\kappa k\,a\sin kx$; dividing by $C\sin kx$ gives $\tau b'+b=Dka$.

Now differentiate the first relation, multiply by $\tau$, and insert the second:

$$\tau a''=-k\,\tau b'=-k(Dka-b)=-Dk^2a+kb=-Dk^2a-a' .$$

Hence

$$\tau a''+a'+Dk^2a=0 .$$

This is a damped oscillator. The flux relaxation time plays the part of inertia, and $Dk^2$ is the restoring strength, which grows as the ripple gets shorter.

### The border

Inserting $a\propto e^{st}$ gives $\tau s^2+s+Dk^2=0$, with roots

$$s_\pm=\frac{-1\pm\sqrt{1-4\tau Dk^2}}{2\tau}.$$

The roots are complex when $4\tau Dk^2>1$, that is, when

$$k>k_c=\frac{1}{2\sqrt{D\tau}},\qquad\text{or}\qquad \lambda<\lambda_c=\frac{2\pi}{k_c}=4\pi\sqrt{D\tau}.$$

Below $k_c$ both roots are real and negative. A sum of two real exponentials can cross zero at most once, so it does not oscillate. At $k_c$ the roots coincide and the damping is critical. It is convenient to use $r=k/k_c$, for which $4\tau Dk^2=r^2$.

### The evolution above the border

For $r>1$ the roots are $-1/(2\tau)\pm i\omega$ with

$$\omega=\sqrt{\frac{Dk^2}{\tau}-\frac{1}{4\tau^2}}=\frac{\sqrt{r^2-1}}{2\tau}.$$

The equation is of second order, so it needs a second initial condition: the flux. Take $q(0)=0$, a ripple created before any heat current has built up. Then $b(0)=0$ and $a'(0)=0$. In $a=e^{-t/2\tau}(A\cos\omega t+B\sin\omega t)$ the first condition gives $A=1$ and the second gives $-1/(2\tau)+\omega B=0$, so

$$a(t)=e^{-t/2\tau}\left[\cos\omega t+\frac{\sin\omega t}{2\omega\tau}\right].$$

The first zero satisfies $\tan\omega t=-2\omega\tau$. The smallest positive solution has $\omega t$ in the second quadrant:

$$t_0=\frac{\pi-\arctan(2\omega\tau)}{\omega}.$$

For the turning points, differentiate. The two cosine terms, $-\cos\omega t/(2\tau)$ and $+\cos\omega t/(2\tau)$, cancel, leaving

$$a'=-e^{-t/2\tau}\,\frac{\omega^2+1/(4\tau^2)}{\omega}\,\sin\omega t=-\frac{Dk^2}{\omega\tau}\,e^{-t/2\tau}\sin\omega t .$$

The first minimum is therefore at $\omega t=\pi$, and its value is

$$a_{\min}=-\exp\left(-\frac{\pi}{2\omega\tau}\right)=-\exp\left(-\frac{\pi}{\sqrt{r^2-1}}\right).$$

This expression matters in practice: just above $k_c$ the oscillation exists but is exponentially small. An undershoot of 1% requires $\pi/\sqrt{r^2-1}=\ln 100$, or $r=\sqrt{1+(\pi/\ln100)^2}=1.21$.

### The evolution at and below the border

As $\omega\to0$, $\sin\omega t/\omega\to t$, and at $k_c$ the solution becomes $a=(1+t/2\tau)e^{-t/2\tau}$. Below $k_c$, put $\omega=i\gamma$ with $\gamma=\sqrt{1-r^2}/(2\tau)$:

$$a=e^{-t/2\tau}\left[\cosh\gamma t+\frac{\sinh\gamma t}{2\gamma\tau}\right].$$

Every term is positive, so with zero initial flux there is not even a single crossing.

### Why you find both "slower" and "faster" than Fourier

Setting $\tau=0$ gives $a'=-Dk^2a$, so the Fourier ripple is $a_F=e^{-Dk^2t}$ for every $k$. It never changes sign. The comparison has three parts.

**Early times.** With $a'(0)=0$, the oscillator equation gives $a''(0)=-Dk^2/\tau$, so

$$a\simeq1-\frac{Dk^2t^2}{2\tau},\qquad a_F\simeq1-Dk^2t .$$

Cattaneo starts more slowly, because the heat current has to build up first.

**Late times.** Below $k_c$ the slower exponential dominates. Its rate is

$$\Gamma=\frac{1-\sqrt{1-r^2}}{2\tau}=\frac{r^2}{2\tau\,(1+\sqrt{1-r^2})}=\frac{2Dk^2}{1+\sqrt{1-r^2}},$$

where the second form comes from multiplying above and below by $1+\sqrt{1-r^2}$, and the third uses $r^2=4\tau Dk^2$. This rate is close to $Dk^2$ for long waves and rises to $2Dk^2$ at the border, so late Cattaneo decay is faster than Fourier decay. Above $k_c$ the envelope rate stays at $1/(2\tau)$, while the Fourier rate $Dk^2=r^2/(4\tau)$ keeps growing. They are equal at $r=\sqrt2$. Between $k_c$ and $\sqrt2\,k_c$ the Cattaneo envelope falls faster than the Fourier ripple; beyond $\sqrt2\,k_c$ it falls more slowly.

**The whole history.** Integrate the oscillator equation from zero to infinity, where $a$ and $a'$ vanish:

$$-\tau a'(0)-1+Dk^2\int_0^\infty a\,dt=0
\quad\Rightarrow\quad
\int_0^\infty a\,dt=\frac{1+\tau a'(0)}{Dk^2}.$$

For $q(0)=0$ this equals the Fourier area, $1/(Dk^2)$. Since the Cattaneo curve starts above the Fourier curve and encloses the same signed area, it must later lie below it. That is why the answer depends on when you look.

If the ripple instead starts with the Fourier flux already flowing, then $b(0)=Dk$ and $a'(0)=-Dk^2$. The roots and the border are unchanged, but the coefficient of $\sin\omega t$ becomes $[1/(2\tau)-Dk^2]/\omega$. At short wavelengths the established current then carries the ripple much further past zero.

### Numbers for silicon

Rough values near 300 K are $\kappa=150$ W/(m K), $C=1.6$ J/(cm³ K) and an average phonon speed $v=6.4$ nm/ps. They give $D=93.75$ nm²/ps, or about 0.94 cm²/s. For the relaxation time I use the gray phonon gas, in which all phonons share one speed and one $\tau$. It has $D=v^2\tau/3$ (derived below), so

$$\tau=\frac{3D}{v^2}=\frac{3\times93.75}{6.4^2}\ \text{ps}=6.87\ \text{ps},$$

$$\lambda_c=4\pi\sqrt{93.75\times6.87}\ \text{nm}\approx319\ \text{nm}.$$

With zero initial flux, a 1% undershoot needs a wavelength of $319/1.21\approx263$ nm or less.

Your 100 nm ripple has $r=3.19$, hence $2\omega\tau=\sqrt{3.19^2-1}=3.03$ and $\omega=3.03/(13.73\ \text{ps})=0.22$ rad/ps. It first crosses zero at 8.6 ps and reaches $-e^{-\pi/3.03}=-0.35$ at 14.3 ps. Fourier predicts plain decay with a time constant of 2.7 ps. Starting with the Fourier flux deepens the Cattaneo minimum to $-0.85$. That start is artificial at this wavelength: the flux $b(0)=Dk$ is $0.92\,v$, and at 80 nm the undershoot, $-1.24$, would already exceed the initial ripple.

So Cattaneo says that a third of the ripple comes back inverted. Whether to believe it is a separate question.

### Does the oscillation survive better physics?

In the gray phonon gas the mean free path is $\Lambda=v\tau=44$ nm. Combining $D=v^2\tau/3$ with the border gives

$$k_c\Lambda=\frac{v\tau}{2\sqrt{v^2\tau^2/3}}=\frac{\sqrt3}{2}\approx0.87 .$$

The oscillation thus sets in where the temperature varies appreciably within one mean free path, and there the Cattaneo law itself needs checking. The gray Boltzmann equation keeps every direction of travel. Let $e(\mu)$ be the excess phonon energy, in temperature units, moving at an angle of cosine $\mu$ to the $x$ axis:

$$\frac{\partial e}{\partial t}+v\mu\frac{\partial e}{\partial x}=-\frac{e-\theta}{\tau},\qquad \theta=\langle e\rangle=\frac12\int_{-1}^{1}e\,d\mu .$$

Averaging gives energy conservation with $q/C=\langle v\mu e\rangle$. Multiplying by $v\mu$ before averaging gives

$$\frac{\partial}{\partial t}\frac qC+v^2\frac{\partial}{\partial x}\langle\mu^2e\rangle=-\frac{1}{\tau}\frac qC .$$

If $\langle\mu^2e\rangle$ is replaced by its isotropic value $\theta/3$, this is the Cattaneo law with $D=v^2\tau/3$. The replacement is an approximation that fails once phonons cross the ripple without scattering.

To find the true relaxation modes, insert $e=g(\mu)e^{st+ikx}$ and define $K=k\Lambda$ and $z=1+s\tau$. Then $(z+iK\mu)\,g=\langle g\rangle$. Dividing by the bracket and averaging gives the condition

$$1=\frac12\int_{-1}^{1}\frac{d\mu}{z+iK\mu}.$$

Let $z=x+iy$. The real part of the integrand has the sign of $x$, so $x>0$. The imaginary part of the integral is proportional to $\ln\{[x^2+(y+K)^2]/[x^2+(y-K)^2]\}$, which vanishes only for $y=0$. So $z$ is real: this model has no oscillating discrete mode. For real $z>0$ the integral is $\arctan(K/z)/K$, and the condition becomes $\arctan(K/z)=K$. That requires $K<\pi/2$, and then $z=K\cot K$, so the decay rate is

$$\Gamma_B=\frac{1-K\cot K}{\tau}.$$

For $K>\pi/2$, here $\lambda<4\Lambda=176$ nm, no discrete mode is left. What remains is a continuum of phonon streams, each damped as $e^{-t/\tau}$, which drift out of step.

Solving this equation numerically from an isotropic start (zero flux) gives, for the 100 nm ripple:

| $t$ (ps) | Fourier | Cattaneo | Boltzmann |
|---|---|---|---|
| 2 | 0.477 | 0.904 | 0.905 |
| 5 | 0.157 | 0.519 | 0.552 |
| 10 | 0.025 | −0.157 | 0.065 |
| 15 | 0.004 | −0.349 | −0.026 |
| 20 | 0.001 | −0.143 | 0.001 |

Cattaneo is right about the slow start. This is because $\langle\mu^2e\rangle=\theta/3$ holds at $t=0$, so both models share the same $a''(0)$. It is wrong about the rebound: the Boltzmann minimum is $-0.027$, about thirteen times shallower than $-0.354$. At 230 nm, between 176 and 319 nm, Cattaneo still predicts an undershoot of 3.8%, while the Boltzmann ripple stayed positive throughout the 20$\tau$ (about 137 ps) for which I followed it.

For a 600 nm ripple, with $r=0.53$, nothing oscillates:

| $t$ (ps) | Fourier | Cattaneo | Boltzmann |
|---|---|---|---|
| 10 | 0.902 | 0.952 | 0.952 |
| 50 | 0.598 | 0.625 | 0.637 |
| 100 | 0.358 | 0.358 | 0.378 |
| 200 | 0.128 | 0.118 | 0.133 |

Cattaneo is the better approximation early on, and Fourier is the better one at 200 ps. The late rates explain this. With $\tau Dk^2=K^2/3$, expanding for small $K$ gives

$$\tau\Gamma\simeq\frac{K^2}{3}+\frac{K^4}{9},\qquad \tau\Gamma_B\simeq\frac{K^2}{3}+\frac{K^4}{45}.$$

Within the gray model, Cattaneo corrects the Fourier rate in the right direction, but by five times too much at this order. The direction is not general: when the mean free paths span a wide range, as in silicon, the phonons with the longest paths make the $k^4$ correction negative and the ripple decays more slowly than Fourier predicts. In a model with the same $\kappa$ and $C$ but the conductivity spread evenly in the logarithm of the mean free path from 20 nm to 20 µm, the 600 nm ripple still stands at 0.36 after 300 ps, against 0.046 for Fourier. The figures that follow are for the gray model. At 600 nm the rates are 0.01028 (Fourier), 0.01113 (Cattaneo) and 0.01043 ps⁻¹ (Boltzmann).

### What this means for the memory cell

The figure of 319 nm is a model result with a wide margin. One serious simplification is the single phonon speed and lifetime. If heat is assigned to acoustic phonons alone, with rough values $C=0.9$ J/(cm³ K) and $v=1.8$ nm/ps and the same $\kappa$, the mean free path becomes 278 nm and $\lambda_c$ about 2000 nm, six times larger. The gray Boltzmann minimum at 100 nm then deepens from $-0.03$ to $-0.18$, reached at 41 ps, against $-0.86$ from Cattaneo. The size of any real rebound therefore depends on the phonon spectrum, which a gray model cannot settle. Working at 400 K pulls the other way: with $\kappa=100$ W/(m K), $C=1.75$ J/(cm³ K) and $v$ unchanged, $\lambda_c=4\pi\sqrt3\,D/v$ falls to about 190 nm. By comparison, the change of conductivity over a 10 K swing, about 5%, is minor.

Two further effects change the rebound. Hot electrons first excite optical phonons, whose lifetime, taken here as 5 ps, is 0.7 of $\tau$, so the ripple is not created instantly. If they release their energy exponentially over 5 ps, equally in all directions, the Cattaneo minimum at 100 nm shrinks from $-0.35$ to $-0.20$ of the deposited ripple; since the ripple now peaks at only 0.49, the rebound is still about 40% of the peak. With the 44 nm mean free path, the gray Boltzmann ripple then stays positive over the 41 ps followed. This depends on the rough lifetime: a release over 2 ps leaves a Boltzmann undershoot of about 1%.

The depth of the hot layer matters too. Heat moving at the Cattaneo wave speed $\sqrt{D/\tau}=v/\sqrt3$ crosses 20 nm in 5.4 ps, but this does not remove the Cattaneo rebound. For an instantly heated layer of that depth, under an insulating surface and on thick silicon, the ripple averaged over the layer changes sign earlier, at 6.6 instead of 8.6 ps, and its minimum is $-0.31$ instead of $-0.35$.

Finally, consider how the heat is switched on. A heating rate $s(t)$, in kelvin per picosecond, adds $s$ to $a'=-kb$, and the same elimination gives

$$\tau a''+a'+Dk^2a=s+\tau s' .$$

For a linear rise $s=s_0t/t_r$, once the transients have died out, $a''=0$ and both laws give the same slope $a'$. The extra term $\tau s'=\tau s_0/t_r$ then raises the Cattaneo amplitude by $\tau s_0/(t_rDk^2)$. Relative to the steady value $s_0/(Dk^2)$, the difference is $\tau/t_r$. For a 1 ns edge it is 0.7%.

So for heating edges of a nanosecond or longer, and with the gray-model $\tau$, the Cattaneo term hardly matters at 100 nm. That does not make Fourier's law accurate there, since both laws share the same steady state and both assume a short mean free path. Under steady heating that is isotropic in the phonon directions, the gray Boltzmann equation with the 44 nm mean free path gives a 100 nm ripple twice the Fourier amplitude. This factor belongs to the gray model; the broad spectrum of mean free paths described above gives nearly eight. At this scale, use the Boltzmann equation with the actual phonon spectrum for slow heating as well as for picosecond heating, and treat most of the large Cattaneo rebound as a product of its closure. The numerical output below lists further values for the two ripples.

## Values computed for the example and the checks

```
Inputs: kappa 150 W/(m K), C 1.60 J/(cm3 K)
Phonon speed v: 6.4 nm/ps
Diffusivity D: 93.75 nm2/ps = 0.9375 cm2/s
Relaxation time tau: 6.866 ps; mean free path: 43.95 nm
Threshold k_c: 0.01971 1/nm; by bisection 0.01971 1/nm
Threshold wavelength: 318.8 nm
k_c times mean free path: 0.8660 (no unit)
k/k_c for 1% undershoot: 1.2105 (no unit)
Wavelength for 1% undershoot: 263.4 nm
short wave 100 nm: k 0.06283 1/nm, k/k_c 3.1883
  k times mean free path: 2.7612 (no unit)
  Fourier decay time: 2.702 ps
  t (ps): Fourier, Cattaneo, Boltzmann amplitude (no unit)
     2:   0.47701   0.90366   0.90493
     5:   0.15715   0.51855   0.55229
    10:   0.02470  -0.15737   0.06538
    15:   0.00388  -0.34911  -0.02622
    20:   0.00061  -0.14310   0.00067
    30:   0.00002   0.11850  -0.00089
long wave 600 nm: k 0.01047 1/nm, k/k_c 0.5314
  k times mean free path: 0.4602 (no unit)
  Fourier decay time: 97.268 ps
  t (ps): Fourier, Cattaneo, Boltzmann amplitude (no unit)
    10:   0.90230   0.95187   0.95219
    50:   0.59807   0.62477   0.63740
   100:   0.35769   0.35816   0.37840
   200:   0.12794   0.11766   0.13336
   300:   0.04576   0.03865   0.04700
Short wave: omega 0.2205 rad/ps, period 28.50 ps
Short wave envelope decay time 2 tau: 13.73 ps
Short wave first zero: 8.573 ps; minimum at 14.251 ps
Short wave minimum, Cattaneo, q(0)=0: -0.3543 (no unit)
Same, start with Fourier flux: -0.8539 (no unit)
Same, Boltzmann: -0.02743 at 14.28 ps
Long wave rate, Fourier: 0.010281 1/ps
Long wave rate, Cattaneo: 0.011132 1/ps
Long wave rate, Boltzmann: 0.010429 1/ps
Boltzmann mode ends at wavelength: 175.8 nm
Test wave between thresholds: 230.1 nm
  its Cattaneo minimum: -0.0378 (no unit)
Acoustic-only inputs: C 0.90 J/(cm3 K), v 1.8 nm/ps
  mean free path 278 nm, threshold wavelength 2015 nm
400 K inputs: kappa 100 W/(m K), C 1.75 J/(cm3 K)
  threshold wavelength at 400 K: 194 nm
Conductivity change for 10 K swing at 300 K: -4.7 %
Optical phonon life 5 ps, over tau: 0.73 (no unit)
Hot depth 20 nm, crossing time at v/sqrt(3): 5.41 ps
Thermal phonon wavelength h v/(kB T) at 300 K: 1.02 nm
Heating edge 1000 ps: Cattaneo minus Fourier 0.687 % of steady value
```
